# The Berry pseudorotation graph of five labelled carbonyls: a numerical check

```python
# Result under test: five labelled carbonyls on a trigonal bipyramid have 20
# stereoisomers (mirror images counted separately), and Berry steps join each
# of them to exactly three others; the graph is the Desargues graph.
# Symbols: an arrangement (a,b,c,d,e) lists the ligands at the lower axial,
# upper axial and three equatorial sites (anticlockwise seen from above).
# An isomer is (a, b, eps): axial pair a<b and permutation parity eps = +1/-1.
# chi is the handedness for sorted labels, k the rate constant of one edge,
# A the adjacency matrix, x = k*t the reduced time.
# The graph is built from three-dimensional motion, then compared with the rules.
from itertools import permutations, combinations, product
from collections import Counter
import numpy as np
from scipy.linalg import expm
from scipy import constants as const

h3 = np.sqrt(3) / 2
SITES = np.array([[0, 0, -1], [0, 0, 1], [1, 0, 0], [-0.5, h3, 0], [-0.5, -h3, 0]])
ARRANGEMENTS = list(permutations(range(1, 6)))


def coords(arrangement):
    """Row i-1 holds the direction of ligand i."""
    X = np.zeros((5, 3))
    for site, ligand in enumerate(arrangement):
        X[ligand - 1] = SITES[site]
    return X


def superpose(X, Y):
    """+1 if a proper rotation takes X to Y, -1 if only an improper one, else 0."""
    M = Y.T @ np.linalg.pinv(X.T)
    if np.allclose(M @ X.T, Y.T, atol=1e-9) and np.allclose(M @ M.T, np.eye(3), atol=1e-9):
        return int(round(np.linalg.det(M)))
    return 0


def axial_pair(X):
    return min(combinations(range(1, 6), 2), key=lambda q: X[q[0] - 1] @ X[q[1] - 1])


def handedness(X):
    a, b = axial_pair(X)
    c, d, e = [X[i - 1] for i in range(1, 6) if i not in (a, b)]
    normal = np.cross(c, d) + np.cross(d, e) + np.cross(e, c)
    return int(np.sign((X[b - 1] - X[a - 1]) @ normal))


def isomer(X):
    a, b = axial_pair(X)
    return a, b, handedness(X) * (-1) ** (a + b + 1)


def berry(X, pivot, progress=1.0):
    """Move the four non-pivot ligands along the Berry path (progress 0 to 1)."""
    u, axial, Y = X[pivot - 1], axial_pair(X), X.copy()
    for i in range(1, 6):
        if i != pivot:
            t = X[i - 1] - (X[i - 1] @ u) * u
            t = t / np.linalg.norm(t)
            angle = np.radians(90 + 30 * progress if i in axial else 120 - 30 * progress)
            Y[i - 1] = np.cos(angle) * u + np.sin(angle) * t
    return Y


def pyramid_key(Y, apex):
    """Apex and cyclic order of the base, seen from the apex."""
    u = Y[apex - 1]
    base = [i for i in range(1, 6) if i != apex]
    e1 = Y[base[0] - 1] - (Y[base[0] - 1] @ u) * u
    e2 = np.cross(u, e1)
    base.sort(key=lambda i: np.arctan2(Y[i - 1] @ e2, Y[i - 1] @ e1) % (2 * np.pi))
    start = base.index(min(base))
    return (apex,) + tuple(base[start:] + base[:start])


def name(v):
    return f"{v[0]}{v[1]}{'+' if v[2] > 0 else '-'}"


# Count of isomers from actual superposition of the site skeleton
rotations = [g for g in permutations(range(5)) if superpose(SITES, SITES[list(g)]) == 1]
classes = {frozenset(tuple(arr[i] for i in g) for g in rotations) for arr in ARRANGEMENTS}
assert len(rotations) == 6 and len(classes) == 20
assert all(round(np.linalg.det(np.eye(5)[list(g)])) == 1 for g in rotations)
class_names = [{isomer(coords(arr)) for arr in cl} for cl in classes]
assert all(len(s) == 1 for s in class_names)
vertices = sorted(set().union(*class_names), key=lambda v: (-v[2], v[0], v[1]))
assert len(vertices) == 20

# Build the graph from the motion, for every arrangement and every pivot
neighbour = {v: {} for v in vertices}
pyramids = {}
for arr in ARRANGEMENTS:
    X = coords(arr)
    v = isomer(X)
    parity = round(np.linalg.det(np.eye(5)[[i - 1 for i in arr]]))
    assert v[2] == parity
    mirror = X * np.array([1, 1, -1])
    assert isomer(mirror) == (v[0], v[1], -v[2])
    a, b, c, d, e = arr
    assert superpose(berry(X, c), coords((e, d, c, a, b))) == 1
    for pivot in (c, d, e):
        Y = berry(X, pivot)
        w = isomer(Y)
        assert neighbour[v].setdefault(pivot, w) == w
        assert isomer(berry(Y, pivot)) == v
        assert handedness(Y) == handedness(X) * (-1) ** pivot
        key = pyramid_key(berry(X, pivot, 0.5), pivot)
        pyramids.setdefault(key, set()).add(frozenset((v, w)))

index = {v: i for i, v in enumerate(vertices)}
A = np.zeros((20, 20), dtype=int)
for v in vertices:
    for w in neighbour[v].values():
        A[index[v], index[w]] = 1
assert np.array_equal(A, A.T) and np.trace(A) == 0
assert np.all(A.sum(axis=1) == 3)
for v in vertices:
    for w in vertices:
        allowed = not set(v[:2]) & set(w[:2]) and v[2] == -w[2]
        assert A[index[v], index[w]] == int(allowed)
edges = {frozenset((v, w)) for v in vertices for w in neighbour[v].values()}

# Each labelled square pyramid is the midpoint of one and only one edge
half = berry(SITES, 3, 0.5)
pyramid_rotations = sum(superpose(half, half[list(g)]) == 1 for g in permutations(range(5)))
assert pyramid_rotations == 4 and len(pyramids) == 120 // pyramid_rotations
assert all(len(s) == 1 for s in pyramids.values())
assert set().union(*pyramids.values()) == edges and len(edges) == 30

# Distances by breadth-first search, compared with the overlap rule
distance_rule = {(0, -1): 1, (0, 1): 4, (1, 1): 2, (1, -1): 3, (2, 1): 0, (2, -1): 5}
for v in vertices:
    dist, frontier = {v: 0}, [v]
    while frontier:
        new = []
        for q in frontier:
            for w in neighbour[q].values():
                if w not in dist:
                    dist[w] = dist[q] + 1
                    new.append(w)
        frontier = new
    assert len(dist) == 20
    for w in vertices:
        assert dist[w] == distance_rule[len(set(v[:2]) & set(w[:2])), v[2] * w[2]]
    shells = [Counter(dist.values())[n] for n in range(6)]
    assert shells == [1, 3, 6, 6, 3, 1]

# Shortest routes between enantiomers
for v in reversed(vertices):
    routes = []
    for pivots in product(range(1, 6), repeat=5):
        q = v
        for p in pivots:
            q = neighbour[q].get(p) if q is not None else None
        if q == (v[0], v[1], -v[2]):
            routes.append(pivots)
    assert len(routes) == 12 and all(len(set(r)) == 5 for r in routes)
start = vertices[0]          # the loop above ended on this isomer
route = routes[0]
X0 = coords((1, 2, 3, 4, 5))
assert isomer(X0) == start
X, visited = X0, [start]
for p in route:
    X = berry(X, p)
    visited.append(isomer(X))
# same axial pair, and the labelled shapes match only through a reflection
assert superpose(X0, X) == -1 and visited[-1] == (1, 2, -1)

# Isomorphism with the standard Desargues drawing: outer ring 0-9, inner 10-19
drawing = [set() for _ in range(20)]
for i in range(10):
    for r, s in ((i, (i + 1) % 10), (i, i + 10), (i + 10, (i + 3) % 10 + 10)):
        drawing[r].add(s)
        drawing[s].add(r)


def place(assigned):
    n = len(assigned)
    if n == 20:
        return assigned
    for cand in range(20):
        if cand not in assigned and all(
                A[cand, assigned[m]] == int(m in drawing[n]) for m in range(n)):
            found = place(assigned + [cand])
            if found:
                return found
    return None


layout = place([0])
assert layout is not None

# Spectrum of the Petersen quotient and of the full graph
pairs = list(combinations(range(1, 6), 2))
B = np.array([[sum(A[index[P + (1,)], index[Q + (s,)]] for s in (1, -1))
               for Q in pairs] for P in pairs])
assert np.array_equal(B @ B + B - 2 * np.eye(10, dtype=int), np.ones((10, 10), dtype=int))
assert np.allclose(np.linalg.eigvalsh(B), [-2] * 4 + [1] * 5 + [3])
eigenvalues = np.linalg.eigvalsh(A)
assert np.allclose(eigenvalues, [-3] + [-2] * 4 + [-1] * 5 + [1] * 5 + [2] * 4 + [3])


# Kinetics: closed formulas against the matrix exponential of the built graph
def p_formula(x, sign):
    even = 1 + 5 * np.exp(-2 * x) + 4 * np.exp(-5 * x)
    odd = np.exp(-6 * x) + 5 * np.exp(-4 * x) + 4 * np.exp(-x)
    return (even + sign * odd) / 20


def axial_formula(x):
    return 0.4 + 0.6 * np.exp(-5 * x)


L = A - 3 * np.eye(20, dtype=int)
i0, i1 = index[(1, 2, 1)], index[(1, 2, -1)]
has_ligand_1 = np.array([1 in v[:2] for v in vertices])
for x in (0.05, 0.3, 1.0, 3.0):
    p = expm(L * x)[:, i0]
    assert abs(p[i0] - p_formula(x, 1)) < 1e-11
    assert abs(p[i1] - p_formula(x, -1)) < 1e-11
    assert abs(p[has_ligand_1].sum() - axial_formula(x)) < 1e-11
moments = [int(np.linalg.matrix_power(L, n)[i1, i0]) for n in range(6)]
assert moments[:5] == [0] * 5
early_coefficient = moments[5] / 120
assert abs(early_coefficient - 0.1) < 1e-14

# Model example
temperature, barrier = 200.0, 20.0e3
k = const.k * temperature / const.h * np.exp(-barrier / (const.R * temperature))
p_end = expm(L * 1.0)[:, i0]

print("labelled arrangements:", len(ARRANGEMENTS))
print("proper rotations of bipyramid:", len(rotations))
print("stereoisomers:", len(vertices))
print("neighbours of each isomer:", sorted(set(A.sum(axis=1).tolist())))
print("edges:", len(edges))
print("proper rotations of square pyramid:", pyramid_rotations)
print("labelled square pyramids:", len(pyramids))
print("Isomer, arrangement: pivot>neighbour")
for v in vertices[:10]:
    arr = next(q for q in ARRANGEMENTS if q[:2] == v[:2]
               and q[2] == min(q[2:]) and isomer(coords(q)) == v)
    text = "  ".join(f"{p}>{name(w)}" for p, w in sorted(neighbour[v].items()))
    print(f"{name(v)} ({arr[0]},{arr[1]};{arr[2]},{arr[3]},{arr[4]}): {text}")
print("outer ring:", " ".join(name(vertices[i]) for i in layout[:10]))
print("inner set: ", " ".join(name(vertices[i]) for i in layout[10:]))
print("isomers at distance 0 to 5:", shells)
print("shortest routes to enantiomer:", len(routes))
print("example pivots:", route)
print("example route:", " ".join(name(v) for v in visited))
print("graph eigenvalues:", dict(Counter(int(round(z)) for z in eigenvalues)))
print(f"enantiomer early coefficient of x^5: {early_coefficient:.3f}")
print(f"temperature: {temperature:.0f} K")
print(f"activation free energy: {barrier / 1000:.0f} kJ/mol")
print(f"rate constant per edge k: {k:.4e} s^-1")
print(f"total exit rate 3k: {3 * k:.4e} s^-1")
print(f"mean residence time 1/(3k): {1e9 / (3 * k):.2f} ns")
print(f"axial-site relaxation time 1/(5k): {1e9 / (5 * k):.2f} ns")
print(f"slowest relaxation time 1/k: {1e9 / k:.2f} ns")
print(f"starting isomer at t=1/k: {100 * p_end[i0]:.3f} %")
print(f"enantiomer at t=1/k: {100 * p_end[i1]:.3f} %")
print(f"initially axial ligand axial at t=1/k: {100 * p_end[has_ligand_1].sum():.3f} %")
print(f"uniform population per isomer: {100 / len(vertices):.1f} %")
print("finished without a failed check")
```

It prints:

```
labelled arrangements: 120
proper rotations of bipyramid: 6
stereoisomers: 20
neighbours of each isomer: [3]
edges: 30
proper rotations of square pyramid: 4
labelled square pyramids: 30
Isomer, arrangement: pivot>neighbour
12+ (1,2;3,4,5): 3>45-  4>35-  5>34-
13+ (1,3;2,5,4): 2>45-  4>25-  5>24-
14+ (1,4;2,3,5): 2>35-  3>25-  5>23-
15+ (1,5;2,4,3): 2>34-  3>24-  4>23-
23+ (2,3;1,4,5): 1>45-  4>15-  5>14-
24+ (2,4;1,5,3): 1>35-  3>15-  5>13-
25+ (2,5;1,3,4): 1>34-  3>14-  4>13-
34+ (3,4;1,2,5): 1>25-  2>15-  5>12-
35+ (3,5;1,4,2): 1>24-  2>14-  4>12-
45+ (4,5;1,2,3): 1>23-  2>13-  3>12-
outer ring: 12+ 34- 15+ 23- 45+ 12- 34+ 15- 23+ 45-
inner set:  35- 25+ 24- 14+ 13- 35+ 25- 24+ 14- 13+
isomers at distance 0 to 5: [1, 3, 6, 6, 3, 1]
shortest routes to enantiomer: 12
example pivots: (3, 1, 4, 2, 5)
example route: 12+ 45- 23+ 15- 34+ 12-
graph eigenvalues: {-3: 1, -2: 4, -1: 5, 1: 5, 2: 4, 3: 1}
enantiomer early coefficient of x^5: 0.100
temperature: 200 K
activation free energy: 20 kJ/mol
rate constant per edge k: 2.4917e+07 s^-1
total exit rate 3k: 7.4751e+07 s^-1
mean residence time 1/(3k): 13.38 ns
axial-site relaxation time 1/(5k): 8.03 ns
slowest relaxation time 1/k: 40.13 ns
starting isomer at t=1/k: 16.346 %
enantiomer at t=1/k: 0.690 %
initially axial ligand axial at t=1/k: 40.404 %
uniform population per isomer: 5.0 %
finished without a failed check
```
